# Sine-Gordon Profiles and Widths of Shear and Tensile Stacking Walls, part 1

(Sections cited here and not found follow in the second part.)

## First half: the flat wall and its width

Suppose that the width of a domain wall in a bilayer is used to find the energy barrier between two stackings. The barrier follows from an elastic stiffness divided by the square of the width. If the wall is tensile and the shear modulus \(\mu\) is inserted where \(\lambda+2\mu\) belongs, the barrier comes out too small by the factor \(\mu/(\lambda+2\mu)\). For the rough graphene constants used below this factor is \(9.5/22.5=0.42\). Conversely, two walls of different width in one crystal may be taken as evidence of two barriers, although a single barrier explains both. The stiffness that enters each wall must therefore be derived, together with the conditions under which the comparison holds.

### Setting and assumptions

Two identical crystalline layers lie on each other. Let \(x\) run across a straight wall and \(y\) along it. Far to the left the layers have one low-energy stacking, and far to the right another of equal energy. The two differ by a relative shift of the layers, a vector of length \(b\). In a **shear wall** this vector is parallel to the wall; in a **tensile wall** it is normal to the wall.

The assumptions are as follows.

1. Both layers are held flat. The second half shows what happens when they are not.
2. Each layer is a linear, isotropic elastic sheet with two-dimensional Lamé constants \(\lambda\) and \(\mu\), which are energies per area.
3. All displacements depend on \(x\) alone, and they vary slowly on the scale of the lattice constant.
4. The stacking energy per area at a point depends on the relative shift at that point. It is counted from its value in the domains.
5. The domains are much wider than the wall, and no external load acts on the layers.
6. The relative shift moves along the straight line that joins the two stackings. For pure shear and tensile walls and a model energy of the honeycomb bilayer, this is proved in the second half.

The algebra is classical. It holds in atomic units, with energies per area in hartree/bohr², and equally in any other consistent set. Numbers are given in eV and Å.

Let \(u(x)\) be the displacement of the upper layer minus that of the lower one, measured along the shift vector. It runs from \(0\) at \(x\to-\infty\) to \(b\) at \(x\to+\infty\). The stacking energy along the path is \(W(u)\), with \(W(0)=W(b)=0\) and \(W>0\) between. Its maximum \(\Delta\) is the barrier.

### Lemma 1: the stiffness of one layer

*A layer whose displacement \(v(x)\) has a single component stores the energy per area \(\tfrac12 K v'^2\), with \(K=\mu\) for a displacement along the wall and \(K=\lambda+2\mu\) for a displacement normal to it.*

**Proof.** With the strain \(e_{ij}=\tfrac12(\partial_i v_j+\partial_j v_i)\), an isotropic sheet has the energy density

\[
f=\frac{\lambda}{2}\Big(\sum_i e_{ii}\Big)^2+\mu\sum_{ij}e_{ij}^2 .
\]

If the displacement is normal to the wall, \(v_x=v(x)\) and \(v_y=0\). The only strain component is \(e_{xx}=v'\), so

\[
f=\frac{\lambda}{2}v'^2+\mu v'^2=\frac12(\lambda+2\mu)v'^2 .
\]

If it is along the wall, \(v_x=0\) and \(v_y=v(x)\). Then \(e_{xy}=e_{yx}=v'/2\), the trace vanishes, and both off-diagonal elements enter the sum:

\[
f=\mu\left[2\left(\frac{v'}{2}\right)^2\right]=\frac12\mu v'^2 .
\]

This proves the lemma. \(\square\)

In the tensile case \(e_{yy}=0\). A strip pulled along \(x\) with free edges would contract along \(y\), but the material of the wall is joined to wide domains that fix its length along \(y\). A uniform contraction would have to extend through these domains and would cost an energy proportional to their area. This is why Young's modulus, which describes free edges, does not appear.

### Lemma 2: two layers share the strain

*For two identical layers that are free to slide as a whole, the elastic energy per area of a wall is \(\tfrac12\kappa u'^2\) with \(\kappa=K/2\).*

**Proof.** Write the layer displacements as \(v_{\rm t}=s+u/2\) and \(v_{\rm b}=s-u/2\), where \(s\) is their mean. The cross terms cancel in the sum:

\[
\frac K2\left[\left(s'+\frac{u'}2\right)^2+\left(s'-\frac{u'}2\right)^2\right]
=K s'^2+\frac K4u'^2 .
\]

The stacking energy contains \(u\) but not \(s\). The minimum over \(s\) therefore has \(s'=0\), and \(\tfrac K4u'^2=\tfrac12\left(\tfrac K2\right)u'^2\) remains. \(\square\)

The two layers deform by equal and opposite amounts. If the lower layer were rigid instead, the upper one would carry all of \(u'\), and \(\kappa=K\). Every width derived below would then grow by \(\sqrt2\), while the ratio of the two widths would stay the same.

**Remark on unequal layers.** Two different materials with equal lattice constants have stiffnesses \(K_1\) and \(K_2\). Without an external load their forces balance, \(K_1v_1'+K_2v_2'=0\), while \(v_1'-v_2'=u'\). Hence \(v_1'=K_2u'/(K_1+K_2)\) and \(v_2'=-K_1u'/(K_1+K_2)\), and the energy is

\[
\frac12\,\frac{K_1K_2^2+K_2K_1^2}{(K_1+K_2)^2}\,u'^2
=\frac12\,\frac{K_1K_2}{K_1+K_2}\,u'^2 .
\]

The stiffnesses combine like springs in series. The ratio of shear to tensile stiffness then depends on the constants of both layers, and the simple factor of the theorem below applies when the two layers have the same \(\mu/(\lambda+2\mu)\).

### Lemma 3: first integral and scaling

*Let \(W\ge0\) vanish quadratically at \(u=0\) and \(u=b\), and be positive between. Among all profiles that run from \(0\) to \(b\), the energy*

\[
E[u]=\int_{-\infty}^{\infty}\left[\frac\kappa2u'^2+W(u)\right]dx
\]

*is least when*

\[
u'=\sqrt{\frac{2W(u)}{\kappa}},\qquad
E_{\min}=\sqrt{2\kappa}\int_0^b\sqrt{W(u)}\,du .
\tag{1}
\]

*For a given \(W\), the width of the profile and its energy are both proportional to \(\sqrt\kappa\).*

**Proof.** Completing the square gives the identity

\[
\frac\kappa2u'^2+W=\frac12\left(\sqrt\kappa\,u'-\sqrt{2W}\right)^2+\sqrt{2\kappa W}\,u' .
\]

The last term is the \(x\)-derivative of \(F(u)\), where \(F\) is an antiderivative of \(\sqrt{2\kappa W}\). Its integral is \(F(b)-F(0)\), which is the same for every profile with the given end values. The squared term is not negative, so \(E\ge F(b)-F(0)\), and equality requires the square to vanish everywhere. This gives (1).

A profile with this property exists. Equation (1) can be integrated from the middle of the path,

\[
x=\sqrt\kappa\int_{b/2}^{u}\frac{d\bar u}{\sqrt{2W(\bar u)}} .
\tag{2}
\]

Near each end \(\sqrt W\) vanishes linearly, so the integral diverges logarithmically and the end values are reached as \(x\to\pm\infty\), as required.

In (2) the stiffness appears only as a prefactor. Hence \(u(x)=U(x/\sqrt\kappa)\), with a function \(U\) fixed by \(W\). The distance between any two chosen values of \(u\) is proportional to \(\sqrt\kappa\), and so is the full width at half maximum of \(u'\). The energy in (1) has the same factor. \(\square\)

Squaring (1) and differentiating with respect to \(x\) gives \(\kappa u'u''=W'(u)u'\), that is, the equation of equilibrium \(\kappa u''=W'(u)\). Equation (1) also says that the elastic and the stacking energy are equal at each point of the wall.

A simple trial profile shows where the square root comes from. Let \(u\) rise linearly over a distance \(w\), and let the stacking energy be \(\Delta\sin^2(\pi u/b)\), whose mean over the path is \(\Delta/2\). The energy is

\[
E(w)=\frac{\kappa b^2}{2w}+\frac{\Delta w}{2}.
\]

The elastic part favours a wide wall and the stacking part a narrow one. Setting \(dE/dw=0\) gives \(w=b\sqrt{\kappa/\Delta}\) and \(E=b\sqrt{\kappa\Delta}\). The stiffer mode spreads the same shift over a longer distance.

### Theorem: sine-Gordon walls and their ratio

*Under assumptions 1 to 6, let \(W(u)=\Delta\sin^2(\pi u/b)\). The wall of least energy, centred at \(x=0\), is*

\[
u(x)=\frac{2b}{\pi}\arctan e^{x/\ell},\qquad
\ell=\frac b\pi\sqrt{\frac{\kappa}{2\Delta}},
\tag{3}
\]

*with \(\kappa=\mu/2\) for a shear wall and \(\kappa=(\lambda+2\mu)/2\) for a tensile wall. For the same \(b\) and \(\Delta\),*

\[
\frac{\ell_{\rm shear}}{\ell_{\rm tensile}}=\sqrt{\frac{\mu}{\lambda+2\mu}}<1 .
\tag{4}
\]

**Proof.** On the path \(\sin(\pi u/b)\ge0\), so (1) becomes

\[
u'=\sqrt{\frac{2\Delta}{\kappa}}\,\sin\frac{\pi u}{b}.
\]

Define the angle \(\theta=2\pi u/b\), which runs from \(0\) to \(2\pi\). Since \(\sqrt{2\Delta/\kappa}=b/(\pi\ell)\),

\[
\theta'=\frac{2\pi}{b}\,\frac{b}{\pi\ell}\sin\frac\theta2=\frac2\ell\sin\frac\theta2 .
\]

One more derivative gives

\[
\theta''=\frac1\ell\cos\frac\theta2\;\theta'
=\frac{2}{\ell^2}\sin\frac\theta2\cos\frac\theta2=\frac{\sin\theta}{\ell^2},
\]

which is the static sine-Gordon equation. To integrate the first-order form, note that

\[
\frac{d}{d\theta}\ln\tan\frac\theta4=\frac{1}{4\sin(\theta/4)\cos(\theta/4)}=\frac{1}{2\sin(\theta/2)} .
\]

Therefore \(\ln\tan(\theta/4)=x/\ell\). The constant is zero because the centre, \(\theta=\pi\), lies at \(x=0\). Solving for \(\theta\) gives \(\theta=4\arctan e^{x/\ell}\), and \(u=b\theta/(2\pi)\) is (3).

The values of \(\kappa\) follow from Lemmas 1 and 2. In the ratio the common factors \(b\), \(\Delta\) and \(\tfrac12\) cancel, which leaves the square root in (4).

For the inequality, split the strain into its trace \(t\) and a traceless part \(\tilde e_{ij}\). In two dimensions \(\sum e_{ij}^2=\sum\tilde e_{ij}^2+t^2/2\), so

\[
f=\frac12(\lambda+\mu)t^2+\mu\sum_{ij}\tilde e_{ij}^2 .
\]

A stable sheet has \(f>0\) for every strain, hence \(\mu>0\) and \(\lambda+\mu>0\). Adding \(\mu\) to the second condition gives \(\lambda+2\mu>\mu\). \(\square\)

### Strain, width and energy of the wall

Differentiating (3), and using \(e^z/(1+e^{2z})=1/(2\cosh z)\), gives

\[
u'(x)=\frac{b}{\pi\ell}\,\frac1{\cosh(x/\ell)},\qquad
u'(0)=\sqrt{\frac{2\Delta}{\kappa}} .
\tag{5}
\]

The slope falls to half its peak where \(\cosh(x/\ell)=2\). In this text the width \(w\) is the full width at half maximum of \(u'\):

\[
w=2\,\mathrm{arcosh}(2)\,\ell=2\ln(2+\sqrt3)\,\ell\approx2.634\,\ell .
\tag{6}
\]

The energy per length of wall follows from (1):

\[
\sigma=\sqrt{2\kappa\Delta}\int_0^b\sin\frac{\pi u}{b}\,du=\frac{2b}{\pi}\sqrt{2\kappa\Delta}.
\tag{7}
\]

This equals \(0.900\,b\sqrt{\kappa\Delta}\), below the trial value \(b\sqrt{\kappa\Delta}\) found above, as a minimum must be. The tensile wall is wider and costs more energy per length, both by the same factor. Its peak slope is smaller by that factor.

Solving (3) for the barrier gives \(\Delta=\kappa b^2/(2\pi^2\ell^2)\). This is the relation behind the opening example: at a given measured \(\ell\), an error in \(\kappa\) passes into \(\Delta\) in full proportion.

### What the ratio depends on

The ratio can be written with the two-dimensional Poisson ratio \(\nu\). Stretch a sheet by \(e_{xx}\) with free edges. The energy is least over \(e_{yy}\) when \(\lambda(e_{xx}+e_{yy})+2\mu e_{yy}=0\), so \(\nu=-e_{yy}/e_{xx}=\lambda/(\lambda+2\mu)\). Then \(1-\nu=2\mu/(\lambda+2\mu)\), and

\[
\sqrt{\frac{\mu}{\lambda+2\mu}}=\sqrt{\frac{1-\nu}{2}} .
\]

For \(\lambda=0\) the ratio is \(1/\sqrt2\). It tends to one as \(\lambda\to-\mu\), where the sheet loses its resistance to a change of area. It tends to zero when \(\lambda\gg\mu\), because a tensile wall must change the area of each layer and a shear wall need not.

The phrase "same stacking barrier" needs care. By Lemma 3, the ratio (4) holds for any shape of \(W\), provided that both walls have the same \(b\) and the same curve \(W(u)\). Equal height alone is not enough, since two curves of equal height and different shape can give different widths even at equal stiffness.

The domains must also be wide. From (3), \(b-u\approx(2b/\pi)e^{-x/\ell}\) at large \(x\), so neighbouring walls overlap appreciably once their distance is no longer large compared with \(\ell\). In a moiré pattern with a period of that order, the profile (3) is not the solution.

## Second half: the honeycomb bilayer, bending and numbers

The symbols carried over are these. The relative shift \(u\) changes by \(b\) across the wall, \(\Delta\) is the barrier per area, and \(\kappa=K/2\) is the stiffness for the relative shift, with \(K=\mu\) (shear) or \(K=\lambda+2\mu\) (tensile). The first integral is \(u'=\sqrt{2W/\kappa}\), and the energy is \(\int\sqrt{2\kappa W}\,du\). For \(W=\Delta\sin^2(\pi u/b)\) the length is \(\ell=(b/\pi)\sqrt{\kappa/(2\Delta)}\), the width is \(w=2.634\,\ell\), and the wall energy is \((2b/\pi)\sqrt{2\kappa\Delta}\).

Two of the assumptions are now examined: the shape of the stacking energy together with the straight path, and the flatness of the layers.

### Lemma 4: stacking energy of a honeycomb bilayer

Let the two layers be honeycomb lattices with lattice constant \(a\). The stackings AB and BA are separated by \(b=a/\sqrt3\), with a saddle halfway between. Let \(p\) be the component of the relative shift along the line AB–BA, measured from the saddle, and \(s\) the component normal to that line. The lowest Fourier terms with the symmetry of the lattice give the model energy

\[
V=2\Delta\left[\sum_{j=1}^3\cos\big(\mathbf G_j\cdot(\mathbf r+\mathbf r_0)\big)+\frac32\right],
\qquad \mathbf r=(p,s),\quad \mathbf r_0=\left(\tfrac32b,0\right),
\]

with \(\mathbf G_1=G(1,0)\), \(\mathbf G_{2,3}=G(-\tfrac12,\pm\tfrac{\sqrt3}2)\) and \(G=4\pi/(\sqrt3a)=4\pi/(3b)\). The vector \(\mathbf r_0\) leads from the AA stacking, where all three cosines equal one, to the saddle.

*With \(q=G/2=2\pi/(3b)\), this energy is nowhere negative, and on the line \(s=0\) it is a perfect square:*

\[
V(p,0)=4\Delta\left(\cos qp-\tfrac12\right)^2 .
\tag{8}
\]

**Proof.** Since \(G\cdot\tfrac32b=2\pi\), the first cosine is \(\cos(2qp)\). The other two have the phases \(-(qp+\pi)\pm\sqrt3\,qs\), and their sum is \(2\cos(qp+\pi)\cos(\sqrt3qs)=-2\cos(qp)\cos(\sqrt3qs)\). With \(c=\cos qp\) and \(\gamma=\cos(\sqrt3qs)\),

\[
V=2\Delta\left[2c^2-1-2c\gamma+\tfrac32\right]
=2\Delta\left[2\left(c-\tfrac\gamma2\right)^2+\tfrac12\left(1-\gamma^2\right)\right]\ge0 .
\]

On the line \(\gamma=1\), which gives (8). \(\square\)

The energy (8) vanishes at \(qp=\pm\pi/3\), that is, at \(p=\pm b/2\), and equals \(\Delta\) at \(p=0\). It has the height of the sine-squared curve but another shape.

For flat layers, this part has derived the widths and energies of sine-Gordon shear and tensile walls and their width ratio, and has shown that the honeycomb model energy is a perfect square on the straight path between the stackings. It remains to find the wall for that energy, to prove that the straight path is optimal, and to examine bending, a graphene example and the size of the neglected effects.

Numbers in the example were calculated in double precision.
